**Gap of a dimerised half-filled chain, from real-space diagonalisation**

For independent electrons, orthonormal orbitals and equal site energies, the gap is 2||t1| − |t2||, where t1 and t2 are the alternating nearest-neighbour hopping amplitudes. The program builds the chain bond by bond, diagonalises it and takes the gap from the total energies of n − 1, n and n + 1 electrons. It asserts that the spectrum matches the derived bands, that the gap keeps its value when one amplitude changes sign, and that it vanishes for equal hoppings and at quarter filling. It also asserts the bonding pattern of the two band-edge states. Further assertions cover a site-energy difference, second-neighbour hopping on both sides of its thresholds, overlap proportional to hopping, odd rings and open chains. For t1 = 0.90 eV and t2 = 0.70 eV the output shows a gap of 0.4000 eV. An open chain of 30 cells with weak end bonds has two levels near zero energy, separated by about 0.0004 eV.

## Numerical verification

```python
# Result under test: a half-filled chain with alternating real hoppings t1, t2
# (matrix elements -t1, -t2), equal site energies and orthonormal orbitals
# has the fundamental gap 2*| |t1| - |t2| |.
# Also tested: the changes caused by a site-energy difference (+D, -D),
# second-neighbour hopping (-tp), overlap (c*t1, c*t2) and finite length.
# Energies are in eV, lengths in angstrom. A cell holds two orbitals.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants


def chain(cells, t1, t2, D=0.0, tp=0.0, periodic=True):
    """Real-space Hamiltonian, built bond by bond."""
    size = 2 * cells
    H = np.diag([D if i % 2 == 0 else -D for i in range(size)])
    H = H.astype(float)
    for i in range(size):
        for step, hop in ((1, t1 if i % 2 == 0 else t2), (2, tp)):
            j = i + step
            if j >= size and not periodic:
                continue
            j %= size
            H[i, j] -= hop
            H[j, i] -= hop
    return H


def charge_gap(levels, electrons):
    """E(n+1) + E(n-1) - 2 E(n) with two electrons per level."""
    spin_levels = np.repeat(np.sort(levels), 2)

    def energy(n):
        return spin_levels[:n].sum()

    return energy(electrons + 1) + energy(electrons - 1) - 2 * energy(electrons)


def half_filled_gap(H, S=None):
    return charge_gap(eigh(H, S, eigvals_only=True), len(H))


t1, t2, L = 0.90, 0.70, 4.0
cells = 200
g = abs(abs(t1) - abs(t2))
tol = 1e-8  # rounding in differences of total energies of a few hundred eV

# Spectrum, gap and band-edge states of the ring
H = chain(cells, t1, t2)
levels, states = eigh(H)
kL = 2 * np.pi * np.arange(cells) / cells
r = np.sqrt(t1**2 + t2**2 + 2 * t1 * t2 * np.cos(kL))
assert np.allclose(levels, np.sort(np.concatenate([-r, r])), atol=1e-10)
gap = charge_gap(levels, 2 * cells)
assert abs(gap - 2 * g) < tol
homo, lumo = states[:, cells - 1], states[:, cells]
phase_same = homo @ np.roll(homo, 2)
assert abs(phase_same + 1) < 1e-8
assert abs(lumo @ np.roll(lumo, 2) + 1) < 1e-8
assert homo[0] * homo[1] > 0 and homo[1] * homo[2] < 0
assert lumo[0] * lumo[1] < 0 and lumo[1] * lumo[2] > 0

# Opposite signs: moduli matter, and the edge moves to k = 0
H_opp = chain(cells, t1, -t2)
gap_opp = half_filled_gap(H_opp)
homo_opp = eigh(H_opp)[1][:, cells - 1]
phase_opp = homo_opp @ np.roll(homo_opp, 2)
assert abs(gap_opp - 2 * g) < tol
assert abs(phase_opp - 1) < 1e-8

# Equal hoppings, and a filling other than one half
t_equal = (t1 + t2) / 2
gap_equal = half_filled_gap(chain(cells, t_equal, t_equal))
gap_quarter = charge_gap(levels, cells)
assert abs(gap_equal) < tol
assert abs(gap_quarter) < tol

# Inequivalent sites
D = 0.15
gap_site = half_filled_gap(chain(cells, t1, t2, D=D))
assert abs(gap_site - 2 * np.hypot(D, g)) < tol

# Second-neighbour hopping on both sides of its thresholds
small, large = min(t1, t2), max(t1, t2)
tp_values = (0.20, 0.34, 0.36, 0.40, -0.40, 0.50)
tp_gaps = []
for tp in tp_values:
    value = half_filled_gap(chain(cells, t1, t2, tp=tp))
    tp_gaps.append(value)
    if abs(tp) <= small / 2:
        assert abs(value - 2 * g) < tol
    elif abs(tp) < large / 2:
        assert abs(value - (2 * large - 4 * abs(tp))) < tol
    else:
        # overlapping bands: only the level spacing of a finite ring remains
        assert value < 0.05

# Overlap proportional to hopping
c = 0.20
S = np.eye(2 * cells)
for i in range(2 * cells):
    j = (i + 1) % (2 * cells)
    S[i, j] = S[j, i] = c * (t1 if i % 2 == 0 else t2)
gap_overlap = half_filled_gap(H, S)
assert abs(gap_overlap - 2 * g / (1 - (c * g)**2)) < tol

# Ring with an odd number of cells
odd = 21
gap_odd = half_filled_gap(chain(odd, t1, t2))
odd_formula = 2 * np.sqrt(g**2 + 4 * t1 * t2 * np.sin(np.pi / (2 * odd))**2)
assert abs(gap_odd - odd_formula) < tol

# Open chains: strong end bonds, then weak end bonds
open_short = half_filled_gap(chain(50, t1, t2, periodic=False))
open_long = half_filled_gap(chain(cells, t1, t2, periodic=False))
assert 2 * g < open_long < open_short
assert open_long - 2 * g < 0.002
n_end = 30
end_levels = eigh(chain(n_end, t2, t1, periodic=False), eigvals_only=True)
end_energy = end_levels[n_end]
q = t2 / t1
end_formula = t1 * (1 - q**2) * q**n_end
# the formula is the leading term for a long chain
assert abs(end_energy / end_formula - 1) < 1e-3
next_level = end_levels[n_end + 1]
assert next_level > g

hartree = physical_constants["Hartree energy in eV"][0]
print(f"hopping t1 = {t1:.2f} eV")
print(f"hopping t2 = {t2:.2f} eV")
print(f"cell length L = {L:.1f} angstrom")
print(f"zone-boundary wavevector pi/L = {np.pi / L:.4f} 1/angstrom")
print(f"cells in main ring = {cells}; electrons = {2 * cells}")
print(f"r at kL = 0: {r[0]:.4f} eV")
print(f"r at kL = pi/2: {r[cells // 4]:.4f} eV")
print(f"r at kL = pi: {r[cells // 2]:.4f} eV")
print(f"highest filled level = {levels[cells - 1]:.4f} eV")
print(f"lowest empty level = {levels[cells]:.4f} eV")
print(f"gap from total energies = {gap:.4f} eV")
print(f"gap from total energies = {gap / hartree:.6f} hartree")
print(f"cell-shift factor of highest filled state = {phase_same:.4f}")
print(f"gap with t2 sign reversed = {gap_opp:.4f} eV")
print(f"cell-shift factor with t2 sign reversed = {phase_opp:.4f}")
print(f"2|t1-t2| with t2 sign reversed = {2 * abs(t1 + t2):.4f} eV")
print(f"equal hopping = {t_equal:.2f} eV")
print(f"gap with equal hoppings = {abs(gap_equal):.4f} eV")
print(f"gap at quarter filling = {abs(gap_quarter):.4f} eV")
print(f"site energy D = {D:.2f} eV")
print(f"gap with site energies +D, -D = {gap_site:.4f} eV")
print(f"threshold for unchanged gap, |tp| = {small / 2:.3f} eV")
print(f"threshold for gap closure, |tp| = {large / 2:.3f} eV")
for tp, value in zip(tp_values, tp_gaps):
    print(f"gap for tp = {tp:.2f} eV: {abs(value):.4f} eV")
print(f"overlap factor c = {c:.2f} 1/eV")
print(f"overlaps c*t1, c*t2 = {c * t1:.3f}, {c * t2:.3f} (no unit)")
print(f"gap with overlap = {gap_overlap:.6f} eV")
print(f"gap of ring with {odd} cells = {gap_odd:.4f} eV")
print(f"open chain, strong ends, 50 cells: gap = {open_short:.5f} eV")
print(f"open chain, strong ends, {cells} cells: gap = {open_long:.5f} eV")
print(f"open chain, weak ends, {n_end} cells:")
print(f"  upper end level = {end_energy:.4e} eV")
print(f"  end-level formula = {end_formula:.4e} eV")
print(f"  half-filled level gap = {2 * end_energy:.4e} eV")
print(f"  next level above = {next_level:.4f} eV")
print("verified")
```

It prints:

```
hopping t1 = 0.90 eV
hopping t2 = 0.70 eV
cell length L = 4.0 angstrom
zone-boundary wavevector pi/L = 0.7854 1/angstrom
cells in main ring = 200; electrons = 400
r at kL = 0: 1.6000 eV
r at kL = pi/2: 1.1402 eV
r at kL = pi: 0.2000 eV
highest filled level = -0.2000 eV
lowest empty level = 0.2000 eV
gap from total energies = 0.4000 eV
gap from total energies = 0.014700 hartree
cell-shift factor of highest filled state = -1.0000
gap with t2 sign reversed = 0.4000 eV
cell-shift factor with t2 sign reversed = 1.0000
2|t1-t2| with t2 sign reversed = 3.2000 eV
equal hopping = 0.80 eV
gap with equal hoppings = 0.0000 eV
gap at quarter filling = 0.0000 eV
site energy D = 0.15 eV
gap with site energies +D, -D = 0.5000 eV
threshold for unchanged gap, |tp| = 0.350 eV
threshold for gap closure, |tp| = 0.450 eV
gap for tp = 0.20 eV: 0.4000 eV
gap for tp = 0.34 eV: 0.4000 eV
gap for tp = 0.36 eV: 0.3600 eV
gap for tp = 0.40 eV: 0.2000 eV
gap for tp = -0.40 eV: 0.2000 eV
gap for tp = 0.50 eV: 0.0026 eV
overlap factor c = 0.20 1/eV
overlaps c*t1, c*t2 = 0.180, 0.140 (no unit)
gap with overlap = 0.400641 eV
gap of ring with 21 cells = 0.4651 eV
open chain, strong ends, 50 cells: gap = 0.41036 eV
open chain, strong ends, 200 cells: gap = 0.40074 eV
open chain, weak ends, 30 cells:
  upper end level = 1.8905e-04 eV
  end-level formula = 1.8905e-04 eV
  half-filled level gap = 3.7810e-04 eV
  next level above = 0.2206 eV
verified
```
